# Debugging a numerical check: Virial theorem and nuclear-mass dependence of atomic energies with mass polarization

```python
"""
Result under test, for one nucleus and N electrons with total momentum zero:
    virial theorem   2*(T_mu + T_mp) + <V> = 0
    mass derivative  dE/dM = -T_n/M
Rydberg atomic units (energies in Ry, momenta in hbar/bohr).
M    : nuclear mass divided by electron mass
T_e  : <sum p_i^2>, electron kinetic energy
T_n  : <(sum p_i)^2>/M, nuclear kinetic energy
T_mu : (1 + 1/M)*<sum p_i^2>, reduced-mass kinetic energy
T_mp : (2/M)*<p1.p2>, mass-polarization energy for two electrons
V    : Coulomb energy, -2Z/r1 - 2Z/r2 + 2/r12
The two-electron ground state is expanded in
(r1^i r2^j + r1^j r2^i) r12^k exp(-alpha*(r1+r2)), i+j+k <= omega.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh, solve_triangular
from scipy.constants import physical_constants

Z = 2


def cosines(r1, r2, r12):
    """Cosines of the triangle angles at electron 1, electron 2, nucleus."""
    at_1 = (r1**2 + r12**2 - r2**2) / (2 * r1 * r12)
    at_2 = (r2**2 + r12**2 - r1**2) / (2 * r2 * r12)
    at_n = (r1**2 + r2**2 - r12**2) / (2 * r1 * r2)
    return at_1, at_2, at_n


def matrices(alpha, omega, points=14, beta=None, orthonormal=True):
    """Matrices of 1, sum p_i^2, p1.p2 and V, and the basis degrees.

    Gauss-Laguerre quadrature in perimetric coordinates; beta sets the
    grid scale. For beta = alpha all integrands are polynomials.
    """
    beta = alpha if beta is None else beta
    x, w = np.polynomial.laguerre.laggauss(points)
    a, b, c = [g.ravel() for g in np.meshgrid(
        x / beta, x / beta, x / (2 * beta), indexing="ij")]
    weight = np.einsum("i,j,k->ijk", w, w, w).ravel()
    r1, r2, r12 = (b + c) / 2, (a + c) / 2, (a + b) / 2
    q = weight * r1 * r2 * r12
    envelope = np.exp(-(alpha - beta) * (r1 + r2))
    columns, degrees = [], []
    for i in range(omega + 1):
        for j in range(i, omega + 1 - i):
            for k in range(omega + 1 - i - j):
                f, d1, d2, d12 = [np.zeros_like(r1) for _ in range(4)]
                for m, n in ((i, j), (j, i)):
                    term = r1**m * r2**n * r12**k * envelope
                    f += term
                    d1 += (m / r1 - alpha) * term
                    d2 += (n / r2 - alpha) * term
                    d12 += k / r12 * term
                columns.append((f, d1, d2, d12))
                degrees.append(i + j + k)
    tables = [np.array([col[t] for col in columns]).T for t in range(4)]
    if orthonormal:
        tri = np.linalg.qr(np.sqrt(q)[:, None] * tables[0], mode="r")
        tables = [solve_triangular(tri, t.T, trans="T").T for t in tables]
    f, d1, d2, d12 = tables
    c1, c2, cn = cosines(r1, r2, r12)

    def integral(left, right, factor=1.0):
        return (left * (q * factor)[:, None]).T @ right

    cross = integral(d1, d12, c1) + integral(d2, d12, c2)
    p_squared = (integral(d1, d1) + integral(d2, d2)
                 + 2 * integral(d12, d12) + cross + cross.T)
    p1p2 = (integral(d1, d2, cn) - integral(d1, d12, c1)
            - integral(d12, d2, c2) - integral(d12, d12))
    p1p2 = (p1p2 + p1p2.T) / 2
    potential = integral(f, f, -2 * Z / r1 - 2 * Z / r2 + 2 / r12)
    return integral(f, f), p_squared, p1p2, potential, np.array(degrees)


def ground_state(mats, inverse_mass):
    """Energy and expectation values of sum p_i^2, p1.p2 and V."""
    _, p_squared, p1p2, potential, _ = mats
    h = p_squared + inverse_mass * (p_squared + 2 * p1p2) + potential
    h = (h + h.T) / 2
    energy, vec = eigh(h, subset_by_index=[0, 0])
    v = vec[:, 0]
    return energy[0], v @ p_squared @ v, v @ p1p2 @ v, v @ potential @ v


# Nuclear kinetic operator in relative coordinates, one Cartesian direction.
x1, x2, xn, ya, yb = sp.symbols("x1 x2 xn ya yb", real=True)
mass, charge, r = sp.symbols("mass charge r", positive=True)
shape = sp.exp(-ya**2 - 2 * yb**2 + ya * yb) * (ya + yb**3)
to_relative = {ya: x1 - xn, yb: x2 - xn}
full = shape.subs(to_relative, simultaneous=True)
lab = -sp.diff(full, x1, 2) - sp.diff(full, x2, 2) - sp.diff(full, xn, 2) / mass
total_grad = sp.diff(shape, ya) + sp.diff(shape, yb)
relative = (-sp.diff(shape, ya, 2) - sp.diff(shape, yb, 2)
            - (sp.diff(total_grad, ya) + sp.diff(total_grad, yb)) / mass)
gap = lab - relative.subs(to_relative, simultaneous=True)
assert sp.simplify(gap / full) == 0

# One-electron atom: eigenfunction, energy, virial theorem, mass derivative.
psi = sp.exp(-charge * mass / (1 + mass) * r)
norm = sp.integrate(psi**2 * r**2, (r, 0, sp.oo))
p2_h = sp.integrate(sp.diff(psi, r)**2 * r**2, (r, 0, sp.oo)) / norm
v_h = sp.integrate(-2 * charge * psi**2 * r, (r, 0, sp.oo)) / norm
e_h = (1 + 1 / mass) * p2_h + v_h
h_psi = (-(1 + 1 / mass) * (sp.diff(psi, r, 2) + 2 * sp.diff(psi, r) / r)
         - 2 * charge / r * psi)
assert sp.simplify(h_psi / psi - e_h) == 0
assert sp.simplify(e_h + charge**2 * mass / (1 + mass)) == 0
assert sp.simplify(p2_h / mass - charge**2 * mass / (1 + mass)**2) == 0
assert sp.simplify(2 * (1 + 1 / mass) * p2_h + v_h) == 0
assert sp.simplify(sp.diff(e_h, mass) + p2_h / mass**2) == 0

# Gradient products in interparticle coordinates against Cartesian differences.
def trial(position):
    s1, s2 = np.linalg.norm(position[:3]), np.linalg.norm(position[3:])
    s12 = np.linalg.norm(position[:3] - position[3:])
    return s1**2 * s12 * np.exp(-s1 - 0.5 * s2)


place = np.array([0.7, -0.4, 0.5, -0.3, 0.9, 0.6])
step = 1e-5
gradient = np.array([(trial(place + step * e) - trial(place - step * e))
                     / (2 * step) for e in np.eye(6)])
s1, s2 = np.linalg.norm(place[:3]), np.linalg.norm(place[3:])
s12 = np.linalg.norm(place[:3] - place[3:])
k1, k2, kn = cosines(s1, s2, s12)
value = trial(place)
g1, g2, g12 = (2 / s1 - 1) * value, -0.5 * value, value / s12
assert abs(gradient[:3] @ gradient[3:]
           - (g1 * g2 * kn - g1 * g12 * k1 - g12 * g2 * k2 - g12**2)) < 1e-8
assert abs(gradient @ gradient - (g1**2 + g2**2 + 2 * g12**2
           + 2 * g1 * g12 * k1 + 2 * g2 * g12 * k2)) < 1e-8

# A product of two s orbitals has no mass polarization.
product = matrices(1.7, 0)
assert abs(product[2][0, 0]) < 1e-10 * product[1][0, 0]

# Scaling of each energy part, on one unscaled grid, for a non-eigenstate.
scale = 1.2


def scaled_parts(lam):
    s, p2, pp, v, deg = matrices(1.7 * lam, 2, points=26, beta=1.7,
                                 orthonormal=False)
    coefficient = lam**deg / (1.0 + np.arange(len(deg)))
    return np.array([coefficient @ m @ coefficient for m in (p2, pp, v)]) / (
        coefficient @ s @ coefficient)


ratios = scaled_parts(scale) / scaled_parts(1.0)
assert np.allclose(ratios, [scale**2, scale**2, scale], rtol=1e-7)

# Two-electron atom at two nuclear masses.
m_alpha = physical_constants["alpha particle-electron mass ratio"][0]
ry_ev = physical_constants["Rydberg constant times hc in eV"][0]
omega = 8
helium_basis = matrices(2.0, omega)


def energy_helium(m):
    return ground_state(helium_basis, 1 / m)[0]


def moving_basis(m):
    return matrices(2.0 * m / (m + 1), omega)


def energy_light(m):
    return ground_state(moving_basis(m), 1 / m)[0]


print("Nuclear charge Z:", Z)
print("Basis: omega =", omega, ", functions =", len(helium_basis[4]))
print(f"Scaling factor lambda: {scale}")
print("Ratios of <sum p^2>, <p1.p2>, <V>:", np.round(ratios, 6))
cases = (("Helium", m_alpha, helium_basis, energy_helium),
         ("Model M=10", 10.0, moving_basis(10.0), energy_light))
for name, m, mats, energy_of in cases:
    e, p2, pp, v = ground_state(mats, 1 / m)
    t_n = (p2 + 2 * pp) / m
    t_mu, t_mp = (1 + 1 / m) * p2, 2 * pp / m
    with_mp = 2 * (t_mu + t_mp) + v
    without_mp = 2 * t_mu + v
    dm = 2e-3 * m
    slope = (energy_of(m + dm) - energy_of(m - dm)) / (2 * dm)
    print(f"{name}: M = {m:.6f} electron masses")
    print(f"  E = {e:.8f} Ry")
    print(f"  <p1.p2> = {pp:.6f} (hbar/bohr)^2")
    print(f"  T_e = {p2:.8f} Ry")
    print(f"  T_n = {t_n:.8e} Ry")
    print(f"  T_mu = {t_mu:.8f} Ry")
    print(f"  T_mp = {t_mp:.6e} Ry")
    print(f"  <V> = {v:.8f} Ry")
    print(f"  Virial remainder with T_mp = {with_mp:.2e} Ry")
    print(f"  Virial remainder without T_mp = {without_mp:.6e} Ry")
    print(f"  dE/dM, energy differences = {slope:.7e} Ry per electron mass")
    print(f"  -T_n/M = {-t_n / m:.7e} Ry per electron mass")
    assert abs(with_mp) < 0.05 * abs(without_mp)
    assert abs(with_mp) < 5e-6
    # Central differences have a relative error near (dm/m)^2 = 4e-6.
    assert abs(slope * m / t_n + 1) < 3e-5
    if name == "Model M=10":
        from_curve = e / m - (m + 1) * slope
        electron_from_curve = -e + m * slope
        print(f"  T_mp from energy curve = {from_curve:.6e} Ry")
        print(f"  T_e from energy curve = {electron_from_curve:.6f} Ry")
        assert abs(from_curve - t_mp) < 2e-5
        assert abs(electron_from_curve - p2) < 2e-5

# Shift from infinite nuclear mass and convergence with basis size.
e_inf, p2_inf, pp_inf, _ = ground_state(helium_basis, 0.0)
e_he = energy_helium(m_alpha)
shift = e_he - e_inf
first_order = (p2_inf + 2 * pp_inf) / m_alpha
e_small = ground_state(matrices(2.0, 6), 1 / m_alpha)[0]
assert 0 < shift < first_order
assert abs(shift / first_order - 1) < 1e-3
assert 0 < e_small - e_he < 2e-5
print(f"Helium, infinite nuclear mass: E = {e_inf:.8f} Ry")
print(f"Helium mass shift = {shift:.7e} Ry = {shift * ry_ev:.6e} eV")
print(f"First-order mass shift = {first_order:.7e} Ry")
print(f"  reduced-mass part = {p2_inf / m_alpha:.6e} Ry")
print(f"  mass-polarization part = {2 * pp_inf / m_alpha:.6e} Ry")
print(f"Helium energy = {e_he * ry_ev:.5f} eV")
print(f"E(omega=6) - E(omega=8) = {e_small - e_he:.2e} Ry")
print("checks complete")
```

Output of this version:

```
Nuclear charge Z: 2
Basis: omega = 8 , functions = 95
Scaling factor lambda: 1.2
Ratios of <sum p^2>, <p1.p2>, <V>: [1.44 1.44 1.2 ]
Helium: M = 7294.299542 electron masses
  E = -5.80660855 Ry
  <p1.p2> = 0.158898 (hbar/bohr)^2
  T_e = 5.80576460 Ry
  T_n = 8.39499360e-04 Ry
  T_mu = 5.80656053 Ry
  T_mp = 4.356761e-05 Ry
  <V> = -11.61321265 Ry
  Virial remainder with T_mp = -4.45e-06 Ry
  Virial remainder without T_mp = -9.158201e-05 Ry
  dE/dM, energy differences = -1.1509024e-07 Ry per electron mass
  -T_n/M = -1.1508978e-07 Ry per electron mass
Model M=10: M = 10.000000 electron masses
  E = -5.26014561 Ry
  <p1.p2> = 0.062566 (hbar/bohr)^2
  T_e = 4.77057018 Ry
  T_n = 4.89570315e-01 Ry
  T_mu = 5.24762720 Ry
  T_mp = 1.251330e-02 Ry
  <V> = -10.52028611 Ry
  Virial remainder with T_mp = -5.11e-06 Ry
  Virial remainder without T_mp = -2.503171e-02 Ry
  dE/dM, energy differences = -4.8957235e-02 Ry per electron mass
  -T_n/M = -4.8957031e-02 Ry per electron mass
Traceback (most recent call last):
  File "check.py", line 201, in <module>
    assert abs(with_mp) < 5e-6
           ^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The physics holds. The fixed exponent 2.0 gave the finite basis a poor length scale, which left a virial remainder of about 5e-6 Ry, just over the limit at M = 10. The exponent is now 2.3 (times M/(M+1) at M = 10), chosen because the negative remainders called for a more compact function; all tolerances and earlier tests stay, and the printed energies shift slightly. Since a near-optimal exponent makes the remainder small almost automatically, a new test at the old exponent checks, for both masses, that the remainder including mass polarization equals the slope of the energy with respect to the logarithm of the exponent, and that the new exponent lowers the energy.

Diff:

```diff
@@ -12,4 +12,6 @@
 The two-electron ground state is expanded in
 (r1^i r2^j + r1^j r2^i) r12^k exp(-alpha*(r1+r2)), i+j+k <= omega.
+For such a variational state the virial remainder is alpha*dE/dalpha,
+which vanishes for an exact eigenstate.
 """
 import numpy as np
@@ -19,4 +21,6 @@
 
 Z = 2
+EXPONENT = 2.3
+POORER_EXPONENT = 2.0
 
 
@@ -157,5 +161,5 @@
 ry_ev = physical_constants["Rydberg constant times hc in eV"][0]
 omega = 8
-helium_basis = matrices(2.0, omega)
+helium_basis = matrices(EXPONENT, omega)
 
 
@@ -165,5 +169,5 @@
 
 def moving_basis(m):
-    return matrices(2.0 * m / (m + 1), omega)
+    return matrices(EXPONENT * m / (m + 1), omega)
 
 
@@ -172,6 +176,19 @@
 
 
+def poorer_scale_test(m):
+    """Energy, virial remainder and alpha*dE/dalpha at a poorer exponent."""
+    alpha = POORER_EXPONENT * m / (m + 1)
+    e, p2, pp, v = ground_state(matrices(alpha, omega), 1 / m)
+    remainder = 2 * (p2 + (p2 + 2 * pp) / m) + v
+    log_step = 0.01
+    up, down = [ground_state(matrices(alpha * np.exp(sign * log_step), omega),
+                             1 / m)[0] for sign in (1, -1)]
+    return e, remainder, (up - down) / (2 * log_step)
+
+
 print("Nuclear charge Z:", Z)
 print("Basis: omega =", omega, ", functions =", len(helium_basis[4]))
+print(f"Exponent: {EXPONENT} 1/bohr, at M=10 multiplied by M/(M+1)")
+print(f"Poorer exponent: {POORER_EXPONENT} 1/bohr multiplied by M/(M+1)")
 print(f"Scaling factor lambda: {scale}")
 print("Ratios of <sum p^2>, <p1.p2>, <V>:", np.round(ratios, 6))
@@ -186,4 +203,5 @@
     dm = 2e-3 * m
     slope = (energy_of(m + dm) - energy_of(m - dm)) / (2 * dm)
+    e_poor, remainder_poor, scale_slope = poorer_scale_test(m)
     print(f"{name}: M = {m:.6f} electron masses")
     print(f"  E = {e:.8f} Ry")
@@ -196,8 +214,12 @@
     print(f"  Virial remainder with T_mp = {with_mp:.2e} Ry")
     print(f"  Virial remainder without T_mp = {without_mp:.6e} Ry")
+    print(f"  Poorer exponent: remainder with T_mp = {remainder_poor:.3e} Ry")
+    print(f"  Poorer exponent: alpha*dE/dalpha = {scale_slope:.3e} Ry")
     print(f"  dE/dM, energy differences = {slope:.7e} Ry per electron mass")
     print(f"  -T_n/M = {-t_n / m:.7e} Ry per electron mass")
     assert abs(with_mp) < 0.05 * abs(without_mp)
     assert abs(with_mp) < 5e-6
+    assert abs(remainder_poor - scale_slope) < 1e-7
+    assert e < e_poor
     # Central differences have a relative error near (dm/m)^2 = 4e-6.
     assert abs(slope * m / t_n + 1) < 3e-5
@@ -215,5 +237,5 @@
 shift = e_he - e_inf
 first_order = (p2_inf + 2 * pp_inf) / m_alpha
-e_small = ground_state(matrices(2.0, 6), 1 / m_alpha)[0]
+e_small = ground_state(matrices(EXPONENT, 6), 1 / m_alpha)[0]
 assert 0 < shift < first_order
 assert abs(shift / first_order - 1) < 1e-3
```

The mended program passes:

```
Nuclear charge Z: 2
Basis: omega = 8 , functions = 95
Exponent: 2.3 1/bohr, at M=10 multiplied by M/(M+1)
Poorer exponent: 2.0 1/bohr multiplied by M/(M+1)
Scaling factor lambda: 1.2
Ratios of <sum p^2>, <p1.p2>, <V>: [1.44 1.44 1.2 ]
Helium: M = 7294.299542 electron masses
  E = -5.80660893 Ry
  <p1.p2> = 0.158897 (hbar/bohr)^2
  T_e = 5.80576801 Ry
  T_n = 8.39499700e-04 Ry
  T_mu = 5.80656394 Ry
  T_mp = 4.356748e-05 Ry
  <V> = -11.61321644 Ry
  Virial remainder with T_mp = -1.42e-06 Ry
  Virial remainder without T_mp = -8.855252e-05 Ry
  Poorer exponent: remainder with T_mp = -4.451e-06 Ry
  Poorer exponent: alpha*dE/dalpha = -4.456e-06 Ry
  dE/dM, energy differences = -1.1509029e-07 Ry per electron mass
  -T_n/M = -1.1508983e-07 Ry per electron mass
Model M=10: M = 10.000000 electron masses
  E = -5.26014605 Ry
  <p1.p2> = 0.062566 (hbar/bohr)^2
  T_e = 4.77057383 Ry
  T_n = 4.89570581e-01 Ry
  T_mu = 5.24763121 Ry
  T_mp = 1.251320e-02 Ry
  <V> = -10.52029046 Ry
  Virial remainder with T_mp = -1.63e-06 Ry
  Virial remainder without T_mp = -2.502803e-02 Ry
  Poorer exponent: remainder with T_mp = -5.114e-06 Ry
  Poorer exponent: alpha*dE/dalpha = -5.120e-06 Ry
  dE/dM, energy differences = -4.8957230e-02 Ry per electron mass
  -T_n/M = -4.8957058e-02 Ry per electron mass
  T_mp from energy curve = 1.251493e-02 Ry
  T_e from energy curve = 4.770574 Ry
Helium, infinite nuclear mass: E = -5.80744857 Ry
Helium mass shift = 8.3963844e-04 Ry = 1.142386e-02 eV
First-order mass shift = 8.3977720e-04 Ry
  reduced-mass part = 7.961624e-04 Ry
  mass-polarization part = 4.361479e-05 Ry
Helium energy = -79.00294 eV
E(omega=6) - E(omega=8) = 1.36e-06 Ry
checks complete
```
